# Sigma Times Gamma5 as a Dual Tensor, and Its Chiral Projections

## Problem

Work in four spacetime dimensions with metric \(g=\mathrm{diag}(1,-1,-1,-1)\), Dirac matrices obeying \(\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}\), and

\[
\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3,\qquad
\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu],\qquad
\epsilon^{0123}=+1 .
\]

The dual of an antisymmetric tensor \(X\), whose components may be numbers or matrices, is

\[
\tilde X^{\mu\nu}=\tfrac12\,\epsilon^{\mu\nu\alpha\beta}X_{\alpha\beta}.
\]

The chiral projectors are \(P_R=\tfrac12(1+\gamma_5)\) and \(P_L=\tfrac12(1-\gamma_5)\).

**(a)** Show that \(\sigma^{\mu\nu}\gamma_5=c\,\tilde\sigma^{\mu\nu}\) with a constant \(c\), and find \(c\).

**(b)** Find the possible eigenvalues of the duality map. Determine how \(\sigma^{\mu\nu}P_R\) and \(\sigma^{\mu\nu}P_L\) behave under it, and what follows for the contraction \(\sigma^{\mu\nu}P_R\otimes\sigma_{\mu\nu}P_L\).

**(c)** The bilinear \(\bar\psi\sigma^{\mu\nu}\gamma_5\chi\) looks like a pseudotensor to be listed beside \(\bar\psi\sigma^{\mu\nu}\chi\). Decide in what sense it is one, and whether it is independent.

**(d)** A particle of mass \(m=1\) (units \(\hbar=c=1\)) has momentum \(0.75\) along \(z\) and rest-frame spin direction \(\mathbf s=(0.6,0,0.8)\). Its spinor is normalized to \(\bar uu=2m\). Find \(T^{\mu\nu}=\bar u\sigma^{\mu\nu}u\), \(D^{\mu\nu}=\bar u\sigma^{\mu\nu}i\gamma_5u\) and the chiral parts of \(T\). Then, for the same particle at rest, compare \(\tfrac12T^{\mu\nu}F_{\mu\nu}\) with \(\tfrac12D^{\mu\nu}F_{\mu\nu}\) in the fields \(\mathbf E=(0.5,-0.1,0.2)\) and \(\mathbf B=(0.3,0.4,0.1)\), where \(F_{0i}=E_i\) and \(F_{ij}=-\epsilon_{ijk}B_k\).

## Solution

### (a) The constant of proportionality

If \(\mu=\nu\), both sides vanish. Take \(\mu\neq\nu\), and let \(\alpha,\beta\) be the two remaining index values, so that \((\mu,\nu,\alpha,\beta)\) is a permutation of \((0,1,2,3)\). Until stated otherwise, repeated indices are not summed.

Different Dirac matrices anticommute, so reordering four different ones produces the sign of the permutation:

\[
\gamma^\mu\gamma^\nu\gamma^\alpha\gamma^\beta
=\epsilon^{\mu\nu\alpha\beta}\,\gamma^0\gamma^1\gamma^2\gamma^3
=-i\,\epsilon^{\mu\nu\alpha\beta}\gamma_5 .
\]

The last step uses \(\gamma^0\gamma^1\gamma^2\gamma^3=-i\gamma_5\). Multiplication by \(i\epsilon^{\mu\nu\alpha\beta}\), whose square is \(-1\), gives

\[
\gamma_5=i\,\epsilon^{\mu\nu\alpha\beta}\gamma^\mu\gamma^\nu\gamma^\alpha\gamma^\beta .
\]

This form can be written with any chosen pair in front. For \(\mu\ne\nu\) the commutator is \(2\gamma^\mu\gamma^\nu\), so \(\sigma^{\mu\nu}=i\gamma^\mu\gamma^\nu\), and

\[
\sigma^{\mu\nu}\gamma_5
=(i\gamma^\mu\gamma^\nu)(i\epsilon^{\mu\nu\alpha\beta}\gamma^\mu\gamma^\nu\gamma^\alpha\gamma^\beta)
=-\epsilon^{\mu\nu\alpha\beta}(\gamma^\mu\gamma^\nu)^2\gamma^\alpha\gamma^\beta .
\]

One anticommutation, together with \((\gamma^\mu)^2=g^{\mu\mu}\), evaluates the square:

\[
(\gamma^\mu\gamma^\nu)^2=\gamma^\mu\gamma^\nu\gamma^\mu\gamma^\nu
=-(\gamma^\mu)^2(\gamma^\nu)^2=-g^{\mu\mu}g^{\nu\nu}.
\]

Hence

\[
\sigma^{\mu\nu}\gamma_5=\epsilon^{\mu\nu\alpha\beta}g^{\mu\mu}g^{\nu\nu}\gamma^\alpha\gamma^\beta .
\]

Now \(\gamma^\alpha\gamma^\beta=-i\sigma^{\alpha\beta}\), and for a diagonal metric \(\sigma^{\alpha\beta}=g^{\alpha\alpha}g^{\beta\beta}\sigma_{\alpha\beta}\). All four diagonal metric elements then appear once each, and their product is \(-1\):

\[
\sigma^{\mu\nu}\gamma_5
=-i\,\epsilon^{\mu\nu\alpha\beta}\,(g^{\mu\mu}g^{\nu\nu}g^{\alpha\alpha}g^{\beta\beta})\,\sigma_{\alpha\beta}
=i\,\epsilon^{\mu\nu\alpha\beta}\sigma_{\alpha\beta}.
\]

From here on the summation convention is restored. The sum over \(\alpha,\beta\) contains this term twice, once for each ordering of the pair, because \(\epsilon\) and \(\sigma\) both change sign under the exchange. A factor \(\tfrac12\) compensates:

\[
\boxed{\;\sigma^{\mu\nu}\gamma_5=\frac i2\,\epsilon^{\mu\nu\alpha\beta}\sigma_{\alpha\beta}=i\,\tilde\sigma^{\mu\nu},\qquad c=i\;}
\]

For example, \(\sigma^{01}\gamma_5=i\sigma_{23}=i\sigma^{23}\). Only the Clifford algebra was used, so the result does not depend on the representation. Reversing the sign convention of either \(\epsilon\) or \(\gamma_5\) changes \(c\) to \(-i\); reversing both leaves \(c=i\).

The dimension of spacetime matters. Multiplication by \(\gamma_5\) replaces a pair of Dirac matrices by the complementary set, and this set is again a pair because there are four index values. The derivation therefore cannot be carried over unchanged to another dimension.

### (b) Duality of the chiral projections

First find the square of the duality map. For complementary pairs \((\mu,\nu)\) and \((\alpha,\beta)\), without summation,

\[
\tilde X^{\mu\nu}=\epsilon^{\mu\nu\alpha\beta}g^{\alpha\alpha}g^{\beta\beta}X^{\alpha\beta},\qquad
\tilde X^{\alpha\beta}=\epsilon^{\alpha\beta\mu\nu}g^{\mu\mu}g^{\nu\nu}X^{\mu\nu}.
\]

Moving one pair of indices past another is an even permutation, so the two \(\epsilon\) factors are equal and their product is \(1\). Applying the map twice leaves the product of the four metric elements:

\[
\tilde{\tilde X}^{\mu\nu}=-X^{\mu\nu}.
\]

An eigenvalue \(\lambda\) of the map thus obeys \(\lambda^2=-1\), so \(\lambda=\pm i\). The six components form three complementary pairs. On each pair the map is a real \(2\times2\) matrix with square \(-1\), whose eigenvalues are \(+i\) and \(-i\), once each. Both eigenspaces are therefore three-dimensional.

In this signature "self-dual" has to be defined with a factor \(i\). Here it means \(\tilde X=+iX\), and "anti-self-dual" means \(\tilde X=-iX\). A real nonzero tensor can be neither, since its dual is real while \(\pm iX\) is imaginary.

The dual acts on Lorentz indices and leaves a matrix factor on the right untouched. Part (a) gives \(\tilde\sigma^{\mu\nu}=-i\sigma^{\mu\nu}\gamma_5\). With \(\gamma_5P_R=P_R\) and \(\gamma_5P_L=-P_L\),

\[
\widetilde{(\sigma P_R)}^{\mu\nu}=-i\sigma^{\mu\nu}\gamma_5P_R=-i\,\sigma^{\mu\nu}P_R,
\qquad
\widetilde{(\sigma P_L)}^{\mu\nu}=+i\,\sigma^{\mu\nu}P_L .
\]

With these conventions the left projection is self-dual and the right projection is anti-self-dual. A change of sign of \(\epsilon\) exchanges the two names.

For the contraction, note that the dual can be moved from one factor to the other:

\[
\tilde X^{\mu\nu}Y_{\mu\nu}
=\tfrac12\epsilon^{\mu\nu\alpha\beta}X_{\alpha\beta}Y_{\mu\nu}
=X_{\alpha\beta}\,\tfrac12\epsilon^{\alpha\beta\mu\nu}Y_{\mu\nu}
=X_{\alpha\beta}\tilde Y^{\alpha\beta}.
\]

The same holds with a tensor product between matrix-valued factors. Let \(K=\sigma^{\mu\nu}P_R\otimes\sigma_{\mu\nu}P_L\). Taking the dual of the first factor gives \(-iK\), and taking it of the second gives \(+iK\). These are equal, so

\[
\sigma^{\mu\nu}P_R\otimes\sigma_{\mu\nu}P_L=0 .
\]

A four-fermion product \((\bar\psi_1\sigma^{\mu\nu}P_R\psi_2)(\bar\psi_3\sigma_{\mu\nu}P_L\psi_4)\) therefore vanishes identically.

For equal chiralities the argument gives no constraint, and the product survives. To see this, define \(\Sigma_k\) by \(\sigma^{ij}=\epsilon_{ijk}\Sigma_k\). The example in (a) and its cyclic versions read \(\sigma^{0k}\gamma_5=i\Sigma_k\), so \(\sigma^{0k}P_R=i\Sigma_kP_R\). The space-space components contribute \(2\,\Sigma_kP_R\otimes\Sigma_kP_R\), where the 2 counts the orderings of \(ij\). The time-space components contribute \(2(-1)(i)^2=+2\) times the same product, with the \(-1\) coming from lowering \(0k\). In total

\[
\sigma^{\mu\nu}P_R\otimes\sigma_{\mu\nu}P_R=4\,\Sigma_kP_R\otimes\Sigma_kP_R ,
\]

summed over \(k\). This is not zero: the numerical check finds 13.8564 for the square root of the sum of its squared matrix elements, in the Dirac representation.

### (c) Pseudotensor, but not independent

**Transformation law.** Under parity \(\psi(t,\mathbf x)\to\gamma^0\psi(t,-\mathbf x)\), so the matrix \(M\) in \(\bar\psi M\chi\) is replaced by \(\gamma^0M\gamma^0\). Let \(\Pi=\mathrm{diag}(1,-1,-1,-1)\) be the reflection matrix. Since \(\gamma^0\gamma^\mu\gamma^0=\Pi^\mu{}_\alpha\gamma^\alpha\) and \(\gamma^0\gamma_5\gamma^0=-\gamma_5\), inserting \((\gamma^0)^2=1\) between the factors gives

\[
\gamma^0\sigma^{\mu\nu}\gamma^0=\Pi^\mu{}_\alpha\Pi^\nu{}_\beta\sigma^{\alpha\beta},\qquad
\gamma^0\sigma^{\mu\nu}\gamma_5\gamma^0=-\Pi^\mu{}_\alpha\Pi^\nu{}_\beta\sigma^{\alpha\beta}\gamma_5 .
\]

The extra minus sign is the mark of a pseudotensor. It agrees with (a): transforming all four indices of \(\epsilon\) with \(\Pi\) multiplies it by \(\det\Pi=-1\), so the dual of a tensor, formed with a fixed \(\epsilon\), is a pseudotensor.

**Linear dependence.** Placing the identity of (a) between spinors gives

\[
\bar\psi\sigma^{\mu\nu}\gamma_5\chi=\frac i2\epsilon^{\mu\nu\alpha\beta}\,\bar\psi\sigma_{\alpha\beta}\chi .
\]

Each component of the pseudotensor is \(\pm i\) times one component of the tensor bilinear. This is a relation between matrices, so it holds for commuting spinors and for anticommuting fields alike.

**Counting.** Consider the set

\[
1,\quad\gamma^\mu,\quad\sigma^{\mu\nu}\ (\mu<\nu),\quad\gamma^\mu\gamma_5,\quad\gamma_5,
\]

with \(1+4+6+4+1=16\) members. Up to constant factors, they are the products of 0, 1, 2, 3 and 4 different Dirac matrices, one for each subset of the four index values.

Every member except the unit matrix is traceless:

- A product of an odd number of Dirac matrices anticommutes with \(\gamma_5\), so \(\mathrm{tr}\,M=\mathrm{tr}(\gamma_5\gamma_5M)=-\mathrm{tr}(\gamma_5M\gamma_5)=-\mathrm{tr}\,M\).
- For two different matrices, cyclicity gives \(\mathrm{tr}(\gamma^\mu\gamma^\nu)=\mathrm{tr}(\gamma^\nu\gamma^\mu)\), while anticommutation gives the opposite sign.
- The matrix \(\gamma_5\) anticommutes with \(\gamma^0\), so \(\mathrm{tr}\,\gamma_5=\mathrm{tr}(\gamma^0\gamma^0\gamma_5)=-\mathrm{tr}(\gamma^0\gamma_5\gamma^0)=-\mathrm{tr}\,\gamma_5\).

The product of two different members is proportional to a member other than 1, because the indices that occur in just one of the two subsets remain, and two different subsets leave at least one such index. Its trace is zero. The square of each member is a nonzero multiple of 1. If a linear combination of the 16 vanishes, multiplying it by one member and taking the trace shows that the coefficient of that member is zero. The 16 matrices are therefore independent and fill the 16-dimensional space of \(4\times4\) matrices.

No room is left for six more. The axial vector \(\gamma^\mu\gamma_5\) is a new object because it contains three Dirac matrices, whereas \(\sigma^{\mu\nu}\gamma_5\) contains two and falls back on the tensor set. One may use \(\sigma\gamma_5\) in place of \(\sigma\), since \(\gamma_5^2=1\) turns (a) into \(\sigma^{\mu\nu}=i\tilde\sigma^{\mu\nu}\gamma_5\). The numerical ranks agree: 10 without any tensor matrices, and 16 with \(\sigma\), with \(\sigma\gamma_5\), or with both.

The six tensor matrices can also be divided by chirality. Because \(\sigma^{0k}P_R=i\Sigma_kP_R\) and \(\sigma^{0k}P_L=-i\Sigma_kP_L\), each projection is spanned by three matrices, \(\Sigma_kP_R\) or \(\Sigma_kP_L\). The two sets together span all six \(\sigma^{\mu\nu}\), so each must contribute three independent matrices.

### (d) A moving particle and its dipole couplings

**The tensor.** In the Dirac representation the rest spinor is \(\sqrt{2m}\,(\xi,0)\), with \(\xi\) a unit two-component spinor of spin direction \(\mathbf s\). The matrices \(\Sigma_k\) are block diagonal with Pauli matrices in the blocks, while \(\sigma^{0k}=i\gamma^0\gamma^k\) is block off-diagonal. Hence at rest

\[
T^{ij}=2m\,\epsilon_{ijk}s_k,\qquad T^{0k}=0,
\]

which gives \(T^{12}=2(0.8)=1.6\), \(T^{23}=2(0.6)=1.2\) and \(T^{31}=0\), in units of \(m\).

The energy is \(\sqrt{1+0.75^2}=1.25\), so the boost along \(z\) has \(\Lambda^0{}_0=\Lambda^3{}_3=1.25\) and \(\Lambda^0{}_3=\Lambda^3{}_0=0.75\). The nonzero components for the moving particle are

\[
T^{12}=1.6,\qquad T^{23}=1.25(1.2)=1.5,\qquad T^{02}=0.75\,T^{32}_{\rm rest}=0.75(-1.2)=-0.9 .
\]

**The pseudotensor.** From (a), \(D^{\mu\nu}=i\cdot i\,\tilde T^{\mu\nu}=-\tilde T^{\mu\nu}\). Using \(\epsilon^{0312}=+1\) and \(\epsilon^{1302}=-1\),

\[
D^{01}=-T_{23}=-1.5,\qquad D^{03}=-T_{12}=-1.6,\qquad D^{13}=+T_{02}=-T^{02}=0.9 .
\]

The other three independent components vanish. The same three magnitudes appear in \(T\) and \(D\), placed on complementary index pairs. Direct evaluation with the explicit spinor gives the same values.

**The chiral parts.** Since \(\bar u\sigma^{\mu\nu}\gamma_5u=-iD^{\mu\nu}\),

\[
T_R^{\mu\nu}=\bar u\sigma^{\mu\nu}P_Ru=\tfrac12(T^{\mu\nu}-iD^{\mu\nu}),\qquad
T_L^{\mu\nu}=\bar u\sigma^{\mu\nu}P_Lu=\tfrac12(T^{\mu\nu}+iD^{\mu\nu}).
\]

As \(T\) and \(D\) are real, \(T_L\) is the complex conjugate of \(T_R\). The independent components of \(T_R\) are

\[
\begin{aligned}
T_R^{01}&=0.75i, & T_R^{02}&=-0.45, & T_R^{03}&=0.80i,\\
T_R^{23}&=0.75, & T_R^{13}&=-0.45i, & T_R^{12}&=0.80 .
\end{aligned}
\]

Each column contains one complementary pair, whose members differ by a factor \(\pm i\). Anti-self-duality can be read off: \(\tilde T_R^{01}=T_{R\,23}=0.75\), which equals \(-iT_R^{01}=-i(0.75i)\).

**The dipole couplings.** At rest only \(T^{ij}\) is nonzero, and the factor \(\tfrac12\) removes the double counting of index pairs:

\[
\tfrac12T^{\mu\nu}F_{\mu\nu}=-2m\,\mathbf s\cdot\mathbf B=-2(0.6\cdot0.3+0.8\cdot0.1)=-0.52 .
\]

For \(D\), move the dual onto the field: \(D^{\mu\nu}F_{\mu\nu}=-\tilde T^{\mu\nu}F_{\mu\nu}=-T^{\mu\nu}\tilde F_{\mu\nu}\). The space-space part of the dual field is \(\tilde F_{ij}=\tilde F^{ij}=\epsilon^{ij0k}F_{0k}=\epsilon_{ijk}E_k\), because moving the index 0 past two others costs no sign. Therefore

\[
\tfrac12D^{\mu\nu}F_{\mu\nu}=-2m\,\mathbf s\cdot\mathbf E=-2(0.6\cdot0.5+0.8\cdot0.2)=-0.92 .
\]

Both results are in units of \(m^3\), since the fields are in units of \(m^2\) and \(\bar uu=2m\).

The first contraction has the form of a magnetic-dipole coupling and the second that of an electric-dipole coupling. They are different interactions: under parity \(\mathbf E\) changes sign while \(\mathbf s\) and \(\mathbf B\) do not, so \(\mathbf s\cdot\mathbf E\) is odd and \(\mathbf s\cdot\mathbf B\) is even. The linear dependence found in (c) does not remove the electric-dipole coupling. It says that this coupling can be written with the ordinary tensor bilinear, provided the field \(F_{\mu\nu}\) is replaced by minus its dual, \(-\tilde F_{\mu\nu}\).

## Computed results

```
All numbers in natural units; pure numbers marked (1)
largest identity residual, Dirac (1): 0.0e+00
largest identity residual, Weyl (1): 0.0e+00
largest identity residual, general (1): 9.2e-16
largest residual with opposite sign (1): 2.0000
dual eigenvalue +i, multiplicity (1): 3
dual eigenvalue -i, multiplicity (1): 3
rank without any tensor matrices (1): 10
rank with sigma (1): 16
rank with sigma and sigma gamma5 (1): 16
rank with sigma gamma5 replacing sigma (1): 16
rank of sigma and sigma gamma5 alone (1): 6
rank of sigma P_R, sigma P_L (1): 3 3
norm of R-L contraction (1): 0.0e+00
norm of R-R contraction (1): 13.8564
mass, momentum, energy (m): 1.0000 0.7500 1.2500
rest-frame spin direction (1): [0.6 0.  0.8]
ubar u (m): 2.0000
T^01, D^01 (m): 0.0000 -1.5000
T^02, D^02 (m): -0.9000 0.0000
T^03, D^03 (m): 0.0000 -1.6000
T^12, D^12 (m): 1.6000 0.0000
T^13, D^13 (m): 0.0000 0.9000
T^23, D^23 (m): 1.5000 0.0000
T_R^01; T_L^01 (m): 0.0000 +0.7500i ; 0.0000 -0.7500i
T_R^02; T_L^02 (m): -0.4500 +0.0000i ; -0.4500 +0.0000i
T_R^03; T_L^03 (m): 0.0000 +0.8000i ; 0.0000 -0.8000i
T_R^12; T_L^12 (m): 0.8000 +0.0000i ; 0.8000 +0.0000i
T_R^13; T_L^13 (m): 0.0000 -0.4500i ; 0.0000 +0.4500i
T_R^23; T_L^23 (m): 0.7500 +0.0000i ; 0.7500 +0.0000i
electric field E (m^2): [ 0.5 -0.1  0.2]
magnetic field B (m^2): [0.3 0.4 0.1]
(1/2) T F at rest (m^3): -0.5200
(1/2) D F at rest (m^3): -0.9200
-(1/2) T dual(F) at rest (m^3): -0.9200
```
